# The d Exponent That Best Fits the Silicon 3p Field Response

## Problem

A silicon pseudo-atom has its neon core replaced by the ccECP effective core potential and keeps the valence configuration 3s² 3p². Treat it in the spherically averaged, spin-restricted local-density approximation (LDA), with Slater exchange and VWN correlation in the form fitted to the Ceperley–Alder electron-gas energies (VWN5). Apply a weak uniform field \(F\) along \(z\), holding the self-consistent potential fixed. Find the radial d function that the field mixes into the 3p orbital to first order. Then find the exponent \(\alpha\) of the single normalized d Gaussian

\[
g_\alpha(r)=N r^3e^{-\alpha r^2}
\]

that has the largest overlap with it.

Hartree atomic units are used. Radial functions include the factor \(r\): the 3p orbital is \(\psi_0=u(r)Y_{1m}/r\), with \(\int_0^\infty u^2dr=1\). The electron has charge \(-1\), so the perturbation is \(+Fz\).

The potential common to all channels is \(V_d=V_{\rm loc}+V_H+V_{xc}\), with

\[
V_{\rm loc}=-\frac4r+\frac{4e^{-5.168316r^2}}r-14.818174\,e^{-3.933474r^2}+20.673264\,r\,e^{-8.861690r^2}.
\]

The s and p channels carry the additional terms

\[
U_s=14.832760\,e^{-9.447023r^2}+26.349664\,e^{-2.553812r^2},
\]
\[
U_p=7.621400\,e^{-3.660001r^2}+10.331583\,e^{-1.903653r^2}.
\]

## A tempting solution

The field operator is \(z=r\cos\theta\). Acting on a p orbital, it multiplies the radial function by \(r\) and produces a d angular part. The d admixture therefore seems to have the radial shape \(ru\), and it remains to fit \(g_\alpha\) to \(ru\).

For any radial function \(f\) of one sign, define

\[
I_n(\alpha)=\int_0^\infty r^n e^{-\alpha r^2}f\,dr .
\]

The normalized overlap is \(S=N|I_3|/\|f\|\). Normalization of the Gaussian requires

\[
1=N^2\int_0^\infty r^6e^{-2\alpha r^2}dr=N^2\,\frac{15}{16}\sqrt{\frac{\pi}{(2\alpha)^7}},
\]

so \(N\propto\alpha^{7/4}\) and \(d\ln N/d\alpha=7/(4\alpha)\). Differentiating the exponential gives \(dI_3/d\alpha=-I_5\). Hence

\[
\frac{d\ln S}{d\alpha}=\frac7{4\alpha}-\frac{I_5}{I_3}=0
\quad\Longrightarrow\quad
\alpha=\frac74\,\frac{I_3(\alpha)}{I_5(\alpha)}. \tag{1}
\]

With \(f=ru\), equation (1) gives \(\alpha=0.101\) bohr⁻².

## Where it fails

Equation (1) is sound; the function put into it is not. The product \(z\psi_0\) is the source of the first-order orbital, not the orbital itself. Write \(\psi=\psi_0+F\psi_1+\dots\) and collect the terms linear in \(F\):

\[
(H_0-\varepsilon)\psi_1=-z\psi_0 .
\]

The first-order energy is absent because \(z\) is odd and has no matrix element between p orbitals. The degeneracy of the three p orbitals causes no difficulty because \(z\) conserves \(m\): orbitals of different \(m\) are not mixed at any order, so each \(Y_{1m}\) is a correct starting point.

The d part of \(\psi_1\) would be proportional to \(ru\) if \(ru\) were an eigenfunction of \(h_d-\varepsilon\), where

\[
h_d=-\frac12\frac{d^2}{dr^2}+\frac3{r^2}+V_d .
\]

To test this, use the 3p equation \(\tfrac12u''=(1/r^2+V_d+U_p-\varepsilon)u\) and \((ru)''=ru''+2u'\):

\[
\begin{aligned}
(h_d-\varepsilon)(ru)
&=-\tfrac12ru''-u'+\frac{3u}{r}+(V_d-\varepsilon)ru\\
&=-\frac ur-(V_d+U_p-\varepsilon)ru-u'+\frac{3u}{r}+(V_d-\varepsilon)ru\\
&=\frac{2u}{r}-u'-U_p\,ru .
\end{aligned}
\]

Outside the core \(U_p\) vanishes. Far out, \(u'\simeq-\kappa u\) with \(\kappa=\sqrt{-2\varepsilon}\), so the right side divided by \(ru\) tends to \(\kappa/r\). This is not a constant. The tempting solution has replaced a whole operator by one number.

## The right solution

**Angular part.** For \(m=\pm1\), \(\cos\theta\,Y_{1m}\) is proportional to \(\cos\theta\sin\theta\,e^{\pm i\phi}\), which is pure \(l=2\). With \(x=\cos\theta\), its squared norm is

\[
\frac34\int_{-1}^1x^2(1-x^2)\,dx=\frac34\left(\frac23-\frac25\right)=\frac15 .
\]

For \(m=0\) the squared norm is \(\tfrac32\int_{-1}^1x^4dx=\tfrac35\). The s part accounts for \(\tfrac13\) of this, since \(\cos\theta\,Y_{10}\) contains \(Y_{00}/\sqrt3\). The d part is therefore \(\tfrac35-\tfrac13=\tfrac4{15}\). These weights alter the size of the d admixture but not its radial shape \(w\), which obeys

\[
(h_d-\varepsilon)w=-ru,\qquad w(0)=w(\infty)=0. \tag{2}
\]

**Radial grid.** The valence density \(n=2u_s^2+2u^2\), where \(u_s\) is the 3s function, fixes the Hartree potential

\[
V_H(r)=\frac1r\int_0^rn\,dr'+\int_r^\infty\frac{n}{r'}\,dr'.
\]

The exchange-correlation potential follows from \(\rho=n/(4\pi r^2)\). The s and p equations are iterated to self-consistency, giving \(\varepsilon=-0.1510\) hartree. On a uniform grid of step \(h\), equation (2) becomes

\[
-\frac{w_{i+1}-2w_i+w_{i-1}}{2h^2}+\left(\frac3{r_i^2}+V_{d,i}-\varepsilon\right)w_i=-r_iu_i ,
\]

a tridiagonal linear system. The step is 0.01 bohr and the outer wall is at 36 bohr. The lowest d level in this box is \(+0.0119\) hartree, above \(\varepsilon\). The matrix \(A\) of \(h_d-\varepsilon\) is therefore positive definite and the solution is unique.

**Sign of the response.** Consider \(L[v]=\langle v|A|v\rangle+2\langle v|ru\rangle\). Since \(Aw=-ru\), completing the square gives

\[
L[v]=\langle v-w|A|v-w\rangle-W,\qquad W=-\langle ru|w\rangle=\langle w|A|w\rangle>0, \tag{3}
\]

so \(w\) is the unique minimizer. The off-diagonal elements of \(A\) are negative and the pseudo-orbital \(u\) has no node. Replacing \(v\) by \(-|v|\) thus raises neither term of \(L\), and the minimizer satisfies \(w\le0\). Equation (1) may be used with \(f=w\).

**Solving for the exponent.** Let \(a(\alpha)=\tfrac74I_3/I_5\) and iterate \(\alpha\to a(\alpha)\). From the derivative above,

\[
\frac{d\ln S}{d\alpha}=\frac{I_5}{I_3}\left[\frac{a(\alpha)}{\alpha}-1\right],
\]

so each step starts in the direction in which \(S\) rises. Moreover,

\[
a'(\alpha)=\frac74\,\frac{I_3I_7-I_5^2}{I_5^2}\ge0
\]

by the Cauchy–Schwarz inequality for a function of one sign. An increasing map cannot carry \(\alpha\) past a fixed point, so the sequence moves monotonically to the nearest one in its path. Starting from 1 bohr⁻², it runs

\[
1.000,\ 0.659,\ 0.450,\ 0.319,\ 0.236,\ 0.182,\ 0.147,\dots
\]

and converges to

\[
\boxed{\alpha=0.0701\ \text{bohr}^{-2}=0.250\ \text{Å}^{-2}},\qquad S=0.954 .
\]

A scan from 0.01 to 10 bohr⁻² finds one maximum. Doubling the grid step leaves the exponent unchanged to the digits given.

If \(w\) were itself a d Gaussian of exponent \(\beta\), then \(I_3/I_5=2(\alpha+\beta)/7\) and \(a=(\alpha+\beta)/2\): each step would halve the error. Here the eighth step, from 0.1234 to 0.1073, reduces the distance to the limit from 0.0533 to 0.0373, a factor of 0.70. The limiting factor is \(a'\) at the fixed point, 0.72. The expression for \(a'\) is \(\tfrac74\) times the relative variance of \(r^2\) under the weight \(r^3e^{-\alpha r^2}|w|\), so a value above \(\tfrac12\) means that \(w\) is spread more widely than a d Gaussian. A narrower shape such as \(r^6e^{-\beta r^2}\) would converge faster, with factor 0.35.

## Why the response is more diffuse

Far outside the neutral LDA atom the potential is negligible (\(-0.003\) hartree at 14 bohr; an electron in a real atom would instead see a \(-1/r\) tail), and the 3p function is \(u=Ce^{-\kappa r}[1+1/(\kappa r)]\). Try \(w=-CQe^{-\kappa r}\) with \(Q=r^2/(2\kappa)\). The terms in \(\kappa^2Q\) cancel, leaving

\[
(h_d-\varepsilon)w=C\left(\tfrac12Q''-\kappa Q'-\frac{3Q}{r^2}\right)e^{-\kappa r}
=C\left(\frac1{2\kappa}-r-\frac3{2\kappa}\right)e^{-\kappa r}=-ru .
\]

Any multiple of the decaying free d solution may be added, but it lacks the factor \(r^2\). The response thus falls off as \(r^2e^{-\kappa r}\), the source only as \(re^{-\kappa r}\). With \(\kappa=0.5495\) bohr⁻¹ the predicted coefficient of \(r^2\) is \(1/(2\kappa)=0.910\) bohr; the slope of \(-(w/u)[1+1/(\kappa r)]\) against \(r^2\) between 14 and 20 bohr is 0.906. Most of the small deficit comes from the added free d solution: a fit that includes it gives 0.911.

The ratio \(-w/(ru)\) shows the same trend at moderate distance. With \(\|w\|=14.342\), at 2 bohr it is

\[
\frac{14.342\times0.3099}{2\times0.6109}=3.64,
\]

and it grows to 4.29 at 4 bohr, 5.63 at 6 bohr and 8.7 at 10 bohr. It is also large at 1 bohr, 6.1, so it passes through a minimum at intermediate distance. The root-mean-square radius is 4.33 bohr for \(ru\) and 5.16 bohr for \(w\).

The wrong function is nevertheless close to the right one by a global measure. Since \(\|ru\|=\langle r^2\rangle^{1/2}=3.124\) bohr and \(W=43.81\), their normalized overlap is

\[
\frac{W}{\|ru\|\,\|w\|}=\frac{43.81}{3.124\times14.342}=0.978 .
\]

Yet the exponent fitted to \(ru\) is 44% larger than the correct one. A high overlap between two functions does not guarantee similar fitted exponents.

Expansion in the eigenfunctions \(\phi_k\) of \(h_d\), with energies \(\varepsilon_k\), shows when the shortcut would work:

\[
w=-\sum_k\phi_k\frac{\langle\phi_k|ru\rangle}{\varepsilon_k-\varepsilon}.
\]

If the denominators were nearly equal for all states that matter, \(w\) would be proportional to \(ru\). In the opposite limit, a d level just above \(\varepsilon\) and coupled to the source would dominate, and \(w\) would take the shape of that level. At \(\varepsilon_k=\varepsilon\) this nondegenerate treatment of the d channel fails.

## How good is one Gaussian?

The best multiple of \(g_\alpha\) leaves a relative squared error \(1-S^2=0.091\) in \(w\), so maximum overlap is also the best least-squares fit. At \(\alpha=0.10\) bohr⁻², close to the tempting answer, \(S=0.925\) and the error is 0.144. Even the best Gaussian is too narrow in shape: at 10 bohr it is 0.023, against 0.112 for the normalized response, and at 1 bohr it is 0.023 against 0.120. It compensates with too high a peak near 4.6 bohr.

Energy supplies a different criterion. Inserting \(v=cg_\alpha\) in (3) and minimizing over \(c\) gives \(L=-J\), with

\[
J(\alpha)=\frac{\langle g_\alpha|ru\rangle^2}{\langle g_\alpha|h_d-\varepsilon|g_\alpha\rangle}\le W .
\]

Maximizing \(J\) gives \(\alpha=0.0748\) bohr⁻², which recovers 80.5% of \(W\); the overlap-optimal exponent recovers 80.3%. The two criteria nearly agree here, and the missing fifth calls for more d functions rather than a finer adjustment of one: two optimized d Gaussians recover 96% of \(W\), and three recover 99%.

For \(m=\pm1\) the second-order energy is \(F^2\langle\psi_0|z|\psi_1\rangle=-F^2W/5=-8.76F^2\). As a test, the same pseudo-atom was solved in a three-dimensional Gaussian basis and its p–d block diagonalized in a small finite field, without equation (2). This gave the same energy coefficient to three figures, the exponent 0.0701 bohr⁻² and the overlap 0.954, as the numerical output shows.

That agreement confirms the solution of the stated model, not the model itself. The exponent is sensitive to the model. The RPA-fitted VWN variant gives 0.0728 bohr⁻² and PBE gives 0.0689. Letting the LDA potential respond to the field lowers it to about 0.052, and imposing a \(-1/r\) tail on the potential lowers it to about 0.049. The three digits of 0.0701 therefore belong to the frozen-potential LDA model, not to the real silicon atom. The exponent describes the field response of this orbital; d functions chosen for electron correlation or bonding answer a different question.

## Computed results

```
Silicon pseudo-atom, ccECP, LDA; removed core electrons: 10
ECP local: r^-1, exponent 5.168316 bohr^-2, coefficient 4.000000 a.u.
ECP local: r^0, exponent 3.933474 bohr^-2, coefficient -14.818174 a.u.
ECP local: r^1, exponent 8.861690 bohr^-2, coefficient 20.673264 a.u.
ECP s extra: r^0, exponent 9.447023 bohr^-2, coefficient 14.832760 a.u.
ECP s extra: r^0, exponent 2.553812 bohr^-2, coefficient 26.349664 a.u.
ECP p extra: r^0, exponent 3.660001 bohr^-2, coefficient 7.621400 a.u.
ECP p extra: r^0, exponent 1.903653 bohr^-2, coefficient 10.331583 a.u.
grid step 0.010 bohr, outer radius 36.0 bohr
3s energy -0.40013 hartree
3p energy -0.15095 hartree
lowest d level in the box 0.01194 hartree
kappa 0.5495 bohr^-1
tail slope 0.9061, predicted 1/(2 kappa) 0.9100 bohr
norm of w 14.3422 a.u.; W 43.8096 a.u.
rms radius: u 3.124, r*u 4.334, w 5.163 bohr
r (bohr), u, -w/norm, best Gaussian (last three in bohr^-1/2)
  0.5   0.06753   0.03243   0.00306
  1.0   0.28294   0.11991   0.02321
  2.0   0.61093   0.30986   0.15049
  3.0   0.54357   0.42964   0.35780
  4.0   0.38504   0.46108   0.51935
  5.0   0.24922   0.42845   0.53994
  6.0   0.15391   0.36235   0.43171
  8.0   0.05458   0.21663   0.14389
 10.0   0.01848   0.11191   0.02256
iterates of exponent (bohr^-2): 1.00000 0.65899 0.44972 0.31910 0.23609 0.18238 0.14702 0.12337 0.10731
exponent (bohr^-2) and overlap S:
  0.05 0.92686
  0.10 0.92510
  0.20 0.74256
  0.40 0.49875
  0.80 0.29148
BEST EXPONENT 0.07006 bohr^-2 = 0.2502 angstrom^-2
maximum overlap S 0.95365, residual 1-S^2 0.09055
peak radius of best radial Gaussian 4.627 bohr
exponent fitted to source r*u 0.10113 bohr^-2
energy-optimal exponent 0.07481 bohr^-2, its overlap S 0.95265
fraction of W: overlap-optimal 0.80292, energy-optimal 0.80512
best exponent with doubled grid step 0.07006 bohr^-2
Gaussian basis: 3p energy -0.15095 hartree, field 0.0010 a.u.
energy/F^2 for m=1: finite field -8.7629, radial -8.7619 a.u.
finite-field best exponent 0.07006 bohr^-2, overlap 0.95359
```
